Balancing thermomigration with an electric current: magnitude and direction

**Problem**

A dilute mobile species sits in an isotropic metal at T = 450 K. The metal carries a temperature gradient g = dT/dx = 1×10⁵ K/m, with x pointing towards the hot side. The species has heat of transport Q* = 0.5 eV and effective charge number Z* = +20. The resistivity is ρ = 1.2×10⁻⁷ ohm m.

Two conventions fix the signs. At uniform concentration C and zero current, the atomic flux is

J = −D C Q* g/(kT²),

where D is the diffusion coefficient and k is Boltzmann's constant. A positive Q* therefore means drift towards the cold side. A current density j, counted positive along +x, produces the additional force

F_E = Z* e ρ j,

with e > 0 the elementary charge. A positive Z* means a force along the current.

(a) Find the current density, with its direction, at which the two forces cancel.

(b) A line of this metal is 100 micrometres long, centred at 450 K, with both ends blocked to the species. How strongly does the species redistribute without current, and how well does one uniform current suppress this?

(c) Does Joule heating spoil the imposed gradient?

**A tempting solution**

"The thermomigration force has magnitude Q*g/T, and it pushes the atoms towards the cold side. Electromigration must push them towards the hot side. In a metal the atoms are carried along by the electron wind, so the electrons must flow towards the hot side. Conventional current runs opposite to the electrons, so j points towards the cold side. Equating magnitudes,

|j| = Q* g/(T |Z*| e ρ) = 4.63×10⁷ A/m²,

and hence j = −4.63×10⁷ A/m²."

**Where it fails**

Put this current back into the force law given in the problem. The field is ρj = −5.556 V/m, so

F_E = (+20) × (−5.556) eV/m = −111.1 eV/m.

The thermomigration force is also −111.1 eV/m. The total is −222.2 eV/m: the forces add, and the drift towards the cold side is doubled.

The faulty sentence is the one about the electron wind. The effective charge number already contains the wind. It is the sum of a direct part, from the field acting on the ion, and a wind part, from momentum passed on by the electrons. Its sign says which way the sum points. An atom that follows the electrons has Z* < 0. This is the usual case in conductors such as aluminium and copper; the value +20 is chosen for the exercise and does not describe a particular material. The problem states Z* = +20, so this species moves along the conventional current. The tempting solution discarded the sign with |Z*| and then put in the opposite sign by a verbal argument.

It also took the force Q*g/T for granted, although the flux law contains T². That step needs a derivation.

**Solution of (a): the thermomigration force**

First relate force to flux. At uniform temperature, a force F = −dU/dx with mobility M gives the flux

J = −D dC/dx + M C F.

In equilibrium J = 0 and C is proportional to exp(−U/kT), so dC/dx = C F/(kT). Substituting,

0 = −D C F/(kT) + M C F, hence M = D/(kT).

At uniform C, a force therefore drives the flux

J = D C F/(kT).

The thermomigration force is defined as the F that gives the observed thermal flux through this same relation:

D C F_T/(kT) = −D C Q* g/(kT²).

Multiplying both sides by kT/(DC) gives

F_T = −Q* g/T.

One of the two powers of T in the flux law belongs to the mobility. The other belongs to the force.

A simple hopping model shows how such a force can arise. Let neighbouring planes, a distance a apart, have temperatures T_L = T − ga/2 and T_R = T + ga/2. Suppose that the activation energy of a hop is supplied in three parts: H₁ at the starting plane, H₂ at the saddle point midway, and H₃ at the destination. With an additional force F and attempt frequency ν, the rates to the right and to the left are

Γ₊ = ν exp[−H₁/(kT_L) − H₂/(kT) − H₃/(kT_R) + Fa/(2kT)],

Γ₋ = ν exp[−H₁/(kT_R) − H₂/(kT) − H₃/(kT_L) − Fa/(2kT)].

The saddle term cancels in the ratio:

ln(Γ₊/Γ₋) = −[(H₁ − H₃)/k] (1/T_L − 1/T_R) + Fa/(kT).

The difference of inverse temperatures is

1/T_L − 1/T_R = (T_R − T_L)/(T_L T_R) = ga/(T² − g²a²/4) ≈ ga/T².

The neglected correction is of relative order (ga/T)², which is negligible for an atomic spacing. Thus

ln(Γ₊/Γ₋) = [a/(kT)] [F − (H₁ − H₃) g/T].

The bracket is the total force, with Q* = H₁ − H₃ in this model. If more energy is taken up at the start than at the destination, hops starting from the hotter plane are favoured, and atoms drift towards the cold side.

The same model gives the complete flux. A plane holds aC atoms per unit area, and the concentrations on the two planes are C − (a/2)dC/dx and C + (a/2)dC/dx. Therefore

J = a[C − (a/2)dC/dx]Γ₊ − a[C + (a/2)dC/dx]Γ₋

 = aC(Γ₊ − Γ₋) − (a²/2)(Γ₊ + Γ₋) dC/dx.

For a small bias both rates are close to a common value Γ, and Γ₊ − Γ₋ ≈ Γ ln(Γ₊/Γ₋). With D = Γa²,

J = [DC/(kT)] [F − Q* g/T] − D dC/dx.

The diffusion term is −D dC/dx, not −d(DC)/dx. This matters when a value of Q* is taken over from elsewhere. If D varies as exp(−E_a/kT), then dD/dx = D E_a g/(kT²), and writing the flux with −d(DC)/dx would require Q* − E_a in place of Q*.

**Solution of (a): the balance**

In a temperature gradient a thermoelectric field exists even when no current flows. Its force on the atom is proportional to g, so it is already part of a Q* defined at zero current. The extra field due to the current is ρj, and this is the field that enters F_E. Counting the thermoelectric field again would be double counting.

The total force vanishes when

−Q* g/T + Z* e ρ j = 0.

Adding Q*g/T to both sides and dividing by Z*eρ gives

j* = Q* g/(T Z* e ρ).

The thermomigration force is

F_T = −(0.5 eV)(1×10⁵ K/m)/(450 K) = −111.11 eV/m.

An energy in eV divided by e is the same number in volts, so the required field is

ρj* = 111.11/20 V/m = 5.556 V/m.

Dividing by the resistivity,

j* = 5.556/(1.2×10⁻⁷) A/m² = +4.63×10⁷ A/m², or 4.63×10³ A/cm².

The current must run towards the hot side, and the electrons towards the cold side. Solving numerically for the current at which the hop rates Γ₊ and Γ₋ are equal gives the same value.

For Z* = −20 the formula gives j* = −4.63×10⁷ A/m². This is the case that the tempting solution actually solved: the atoms follow the electrons, which must then flow towards the hot side.

Neither D nor C appears in j*, because both forces act through the same factor DC/(kT). At a given temperature gradient, the current determines the size and direction of the net force, and D scales the resulting drift velocity. If Q* tends to zero, so does j*. If Z* tends to zero, j* grows without limit, because the current loses its hold on the atom. Reversing the sign of either Q* or Z* reverses the current; reversing both leaves it unchanged.

**Solution of (b): a line with blocked ends**

The ends are at 445 K and 455 K. In the stationary state no atoms cross the ends, so J = 0 everywhere along the line. For a line of length L this state is approached over a time of order L²/(π²D), which here is about 10³ s for D = 10⁻¹² m²/s but about 10⁹ s for D = 10⁻¹⁸ m²/s. The results below are the final redistribution, which a slow diffuser may not reach. The flux equation, with F = Z*eρj, then gives

d ln C/dx = −Q* g/(kT²) + Z* e ρ j/(kT).

Take Q*, Z* and ρ as constant over this 10 K interval. Since dx = dT/g, integration from the cold end, at temperature T_c, gives

ln[C(T)/C(T_c)] = (Q*/k)(1/T − 1/T_c) + [Z* e ρ j/(kg)] ln(T/T_c).

Without current, the ratio of the cold-end to the hot-end concentration follows from

ln(C_cold/C_hot) = (Q*/k)(1/445 K − 1/455 K).

With k = 8.617×10⁻⁵ eV/K, Q*/k = 5802 K. The difference of inverse temperatures is 4.939×10⁻⁵ K⁻¹, so the logarithm is 0.287 and the ratio is 1.33. The temperature difference is only 10/450 of T, but in the logarithm it is multiplied by Q*/(kT) ≈ 12.9, which gives 0.287. The cold-end concentration therefore exceeds the hot-end concentration by about 33 percent of the latter.

Now let j = s j*, with j* evaluated at T₀ = 450 K. Then Z*eρj = sQ*g/T₀, and the profile becomes

ln[C(T)/C(T_c)] = (Q*/k)[1/T − 1/T_c + (s/T₀) ln(T/T_c)].

For a total temperature difference ΔT much smaller than T₀, the difference 1/T_c − 1/T_h is close to ΔT/T₀², where T_h is the hot-end temperature, and ln(T_h/T_c) is close to ΔT/T₀. To leading order, then,

ln(C_cold/C_hot) ≈ (1 − s) Q* ΔT/(kT₀²).

Half the balancing current halves the logarithm, so the ratio should be √1.332 = 1.154. The stationary solution of the hopping model gives 1.154. The wrongly directed current has s = −1 and doubles the logarithm; the ratio is then about 1.332² ≈ 1.77. The sign error thus turns a cure into a stronger segregation.

At s = 1 the leading term vanishes, but the profile is not perfectly flat. The thermomigration force varies as 1/T, while the electric force is uniform here. The local balancing current density is 4.68×10⁷ A/m² at the cold end and 4.58×10⁷ A/m² at the hot end, about 1 percent to either side of the central value. To find the effect, write T = T₀ + θ. Since dθ = g dx,

d ln C/dθ = [Q*/(kT)](1/T₀ − 1/T) = Q*θ/(kT₀T²) ≈ Q*θ/(kT₀³).

Integrating from θ = 0,

ln[C(θ)/C(0)] ≈ [Q*/(2kT₀)] (θ/T₀)².

The concentration is lowest at the 450 K plane and rises towards both ends. On the cold side thermomigration wins and pushes atoms towards the cold end; on the hot side electromigration wins and pushes them towards the hot end. At θ = ±5 K the estimate is

(12.9/2)(5/450)² = 8.0×10⁻⁴.

The computed excess of the largest concentration over the smallest is 8.1×10⁻⁴ of the smallest. The small difference comes from replacing T² by T₀², which slightly underestimates the rise on the cold side. With Q*, Z*, ρ and the temperature gradient all taken as constant, one uniform current therefore reduces a 33 percent difference to less than 0.1 percent. The exact remainder depends on this assumption. If ρ grows in proportion to T at fixed Z*, for example, the electric force rises towards the hot side about as much as the thermomigration force falls, and the remainder doubles to about 0.16 percent.

**Solution of (c): Joule heating**

Let the end temperatures be held fixed, and let the thermal conductivity κ be constant. With x = 0 at the centre and length L, the stationary heat equation is

κ d²T/dx² = −ρj².

Integrating twice and fitting the end values T₀ ± gL/2 gives

T(x) = T₀ + gx + [ρj²/(2κ)](L²/4 − x²).

Its derivative is

dT/dx = g − ρj² x/κ.

At the cold end, x = −L/2, the gradient is raised by ρj²L/(2κ); at the hot end it is lowered by the same amount.

The conductivity at 450 K is estimated from the Wiedemann-Franz relation,

κ = L₀T/ρ, with L₀ = (π²/3)(k/e)².

This assumes that electrons carry the heat and are scattered elastically. It gives κ ≈ 92 W/(m K). The heating density is

ρj*² = (1.2×10⁻⁷)(4.63×10⁷)² W/m³ = 2.57×10⁸ W/m³.

The shift at the ends is therefore

(2.57×10⁸)(1×10⁻⁴)/(2 × 91.6) K/m ≈ 140 K/m,

or 0.14 percent of the imposed gradient. The centre of the line is warmed by ρj*²L²/(8κ) ≈ 0.0035 K. Multiplied by Q*/(kT²), this lowers ln C at the centre, relative to the ends, by about 1×10⁻⁴. The remainder found in (b) therefore grows from about 0.08 to 0.09 percent. Joule heating is a minor correction here.

The constant κ is itself an approximation. If ρ is constant, the Wiedemann-Franz relation used above makes κ proportional to T. The gradient then varies by about 1 percent to either side of its central value even without current, and the remainder in (b) doubles to about 0.16 percent. This effect is larger than that of Joule heating.

To see when Joule heating would not be minor, insert j* and the Wiedemann-Franz κ into the relative shift:

ρj*²L/(2κg) = [ρL/(2g)] [Q*g/(TZ*eρ)]² [ρ/(L₀T)]

 = Q*² gL/(2 Z*² e² L₀ T³).

At fixed Z* the resistivity cancels: a metal of higher resistivity needs less current, but it also conducts heat less well. In real metals Z* is not independent of ρ. In the simple ballistic picture the wind part falls roughly as 1/ρ, and at fixed Z*ρ the relative shift grows as ρ². Different metals must therefore be compared with their own values of Z*. For a given Q* and T, what remains is the total temperature difference gL and the factor 1/Z*². With |Z*| = 2 instead of 20, the balancing current would be ten times larger and the relative shift a hundred times larger, about 14 percent. The warming at the centre would also be a hundred times larger, about 0.35 K, and the concentration remainder at balance would rise to about 1 percent.

The estimate covers Joule heat alone. Thomson heat, which is proportional to jg, has been left out and would need the thermoelectric coefficients of the metal. The force balance itself assumes linear response and a dilute species. If the redistribution builds up mechanical stress, the stress gradient adds a third force, and setting the sum of the thermomigration and electromigration forces to zero no longer gives the condition for zero drift.

The main computed values are collected in the numerical output below.

Computed values

```
Temperature: 450 K
Heat of transport: 0.5 eV
Temperature gradient: 1.0e+05 K/m
Effective charge number: 20
Resistivity: 1.2e-07 ohm m
Thermomigration force: -111.11 eV/m
Electric field at balance: 5.556 V/m
Electromigration force at balance: 111.11 eV/m
Balancing current density: 4.630e+07 A/m^2
Balancing current density: 4.630e+03 A/cm^2
Same from equal hop rates: 4.630e+07 A/m^2
From hop rates with Z = -20: -4.630e+07 A/m^2
Line length: 100 micrometres
Cold end temperature: 445 K
Hot end temperature: 455 K
Local balancing current density, cold end: 4.682e+07 A/m^2
Local balancing current density, hot end: 4.579e+07 A/m^2
Cold/hot concentration ratio, no current: 1.332
Cold/hot concentration ratio, half current: 1.154
Max/min concentration minus 1 at balance: 8.1e-04
Wiedemann-Franz thermal conductivity: 91.6 W/(m K)
Joule heating density: 2.57e+08 W/m^3
Gradient shift at cold end by Joule heat: 140 K/m
Relative gradient shift: 0.14 percent
```
